Mean excess energy of hot electrons in a strong field

**The problem**

Electrons in a semiconductor drift through a region with a uniform, constant electric field of magnitude F = 10 MV/m. Their mean speed along the electric force is v = 100 km/s, and their energy relaxation time is τ = 0.3 ps. Show that, in the steady state, their mean kinetic energy exceeds its thermal equilibrium value by 0.3 eV. Then find how quickly this excess builds up, and when the result ceases to apply.

The symbol e stands for the positive elementary charge. The electric force on an electron points against the field and has magnitude eF; since v is counted along the force, the power eFv is positive. Kinetic energy is measured from the bottom of the conduction band. Its mean per electron is E, its mean in equilibrium with the lattice is E₀, and the excess is

w = E − E₀.

The energy relaxation time is defined by the mean net rate at which an electron loses energy to the lattice:

loss rate = w/τ.

This is a ratio of two averages over all the electrons, w divided by the loss rate. It is not the time between collisions. In the hot steady state studied here, most collisions turn an electron's momentum while removing only a small part of its energy, so momentum relaxes much faster than energy.

The electron density is taken as uniform, and the creation and recombination of electron–hole pairs are neglected. The three given values belong to the same steady state.

**A first estimate by scaling**

An electron keeps the energy it gains from the field for a time of order τ. In that time it drifts a distance

vτ = (100 km/s)(0.3 ps) = (100 nm/ps)(0.3 ps) = 30 nm.

The force is eF = 0.01 eV/nm, because 10 MV/m equals 0.01 V/nm. The work done over this distance is

eF · vτ = (0.01 eV/nm)(30 nm) = 0.3 eV.

Scaling alone cannot supply the numerical factor. Suppose that every electron gained energy steadily and gave it all up at regular intervals T. Its excess would rise linearly from zero to eFvT and drop back, so its mean would be eFvT/2. Identifying T with τ would then give half the estimate. The factor depends on what the relaxation time means.

The choice of distance matters even more. If the electron were accelerated freely from rest during the whole time τ, its energy would be

E_free = (eFτ)²/(2m),

where m is the effective mass. To compare this with the drift estimate, let τₘ be the momentum relaxation time, defined by v = eFτₘ/m. Then eF/m = v/τₘ, and

E_free = (eFτ²/2)(eF/m) = (eFτ²/2)(v/τₘ) = (eFvτ/2)(τ/τₘ).

For m equal to 0.26 free-electron masses, a rough value for silicon, the given speed and field require τₘ = mv/(eF) = 14.8 fs. Hence τ/τₘ = 20.3, and the free-flight estimate is 0.15 eV × 20.3 ≈ 3 eV, ten times the drift estimate. It is too large because collisions repeatedly destroy the directed motion through which the field does work. The value 14.8 fs belongs to a parabolic band with the band-edge mass. In silicon at energies near 0.3 eV, nonparabolicity lowers the velocity at a given momentum by a factor of about 1.3, so the same speed corresponds to a τₘ nearer 20 fs. The later numbers that use τₘ refer to the parabolic model.

**The exact solution**

*Energy gained from the field.* Let ε(p) be the band energy at crystal momentum p. Between collisions, dp/dt equals the electric force f, and the electron's velocity u is the gradient of ε with respect to p. The chain rule gives

dε/dt = (∂ε/∂p) · (dp/dt) = u · f.

The force is the same for every electron, so it can be taken outside the average:

mean gain rate = f · ⟨u⟩ = eFv.

No particular band shape has been assumed. The mass may depend on direction or energy, provided that v is the mean of the actual group velocity.

*Energy given to the lattice.* Elastic collisions change direction but not energy. Collisions within the electron population that conserve its total kinetic energy leave the mean unchanged. The remaining exchange is with the lattice, and by definition its mean net rate is w/τ. Since E₀ is constant at fixed lattice temperature, dE/dt = dw/dt, and

dw/dt = eFv − w/τ.

*Steady state.* Setting dw/dt = 0 gives w/τ = eFv. Multiplication by τ yields

w = eFvτ.

For the given values,

Fv = (10⁷ V/m)(10⁵ m/s) = 10¹² V/s,

so each electron receives 10¹² eV/s, and

w = (10¹² eV/s)(0.3 × 10⁻¹² s) = 0.3 eV.

This is about 0.011 hartree. It is the excess, not the total energy. For a parabolic band and a nondegenerate gas at 300 K, E₀ = (3/2)kT = 0.039 eV, where k is Boltzmann's constant and T the lattice temperature. The total mean kinetic energy is therefore 0.339 eV.

**Build-up of the excess**

The time dependence requires more information than the steady state does. Take a parabolic band with constant τ and τₘ, and switch on the field at t = 0, when the electrons are in equilibrium with the lattice. Let V(t) be the mean velocity along the force. Momentum balance gives

m dV/dt = eF − mV/τₘ, with V(0) = 0.

The solution is

V(t) = v[1 − exp(−t/τₘ)], with v = eFτₘ/m.

Replacing the steady power by eFV(t) in the energy balance gives

dw/dt + w/τ = eFv[1 − exp(−t/τₘ)].

Multiply by exp(t/τ). The left side becomes the derivative of a product:

d[w exp(t/τ)]/dt = eFv[exp(t/τ) − exp(−st)],

where

s = 1/τₘ − 1/τ = (τ − τₘ)/(ττₘ).

Integration from 0 to t, with w(0) = 0, gives

w exp(t/τ) = eFv{τ[exp(t/τ) − 1] − [1 − exp(−st)]/s}.

Now multiply by exp(−t/τ). Since s + 1/τ = 1/τₘ, the product exp(−st)exp(−t/τ) equals exp(−t/τₘ). With 1/s = ττₘ/(τ − τₘ),

w(t) = eFvτ{1 − exp(−t/τ) − [τₘ/(τ − τₘ)][exp(−t/τ) − exp(−t/τₘ)]}.

The coefficient of −exp(−t/τ) is 1 + τₘ/(τ − τₘ) = τ/(τ − τₘ). Therefore

w(t) = eFvτ{1 − [τ exp(−t/τ) − τₘ exp(−t/τₘ)]/(τ − τₘ)}.

At long times both exponentials vanish and w tends to eFvτ. At times much shorter than τₘ, the velocity is V ≈ vt/τₘ and losses are still negligible, so

w ≈ ∫₀ᵗ eFv(t′/τₘ) dt′ = eFvt²/(2τₘ) = (eFt)²/(2m).

This is the free-flight formula in the range where it is valid. The error in the 3 eV estimate came from extending it to t = τ, about twenty momentum relaxation times.

At t = τ, the second exponential is exp(−20.3) and can be dropped. With times in femtoseconds,

w(τ) = 0.3 eV × [1 − (300 × 0.368)/(300 − 14.8)] = 0.184 eV.

After one energy relaxation time, the excess has reached 61% of its final value. This figure holds for constant τₘ only and is not an estimate for silicon, where the excess can already be close to its final value at t = τ. In silicon, cold electrons have a longer momentum relaxation time than hot ones, so their speed first overshoots its steady value and the excess builds up sooner.

**A test by following electrons**

A simulation of individual electrons tests these results without using the energy-balance equation. Electrons accelerate freely between random collisions, which occur at the constant rate 1/τₘ and randomize direction. Most collisions are elastic. A fraction τₘ/τ, about 5%, also replaces the electron's energy by one drawn from the equilibrium distribution. In this model the loss rate is w/τ with constant τ.

In the steady state, the simulated drift speed is 100.0 km/s, the excess is 0.300 eV and the loss rate is 1.00 eV/ps. One energy relaxation time after the field is switched on, the simulated excess is 0.183 eV with a sampling error of 0.001 eV, in agreement with the formula.

**Comparison of the estimate and the solution**

The drift estimate and the exact result agree, including the factor of one, because τ was defined through the loss rate. The example of regular energy loss shows how this works. There the mean excess is eFvT/2 and the mean loss rate is eFv, so the definition gives

τ = (eFvT/2)/(eFv) = T/2.

The exact formula then yields w = eFvτ = eFvT/2, as it should. The interval T between losses was not the energy relaxation time.

The same distinction matters when energetic electrons lose energy more often than slow ones. Consider a second collision model, in which an electron of energy ε exchanges energy with the lattice at a rate aε. The constant a is set so that the rate is 1/(0.3 ps) at ε = 0.339 eV:

a = 1/(0.3 ps × 0.339 eV) = 9.8 per eV per ps.

In equilibrium, electrons leave each energy at a rate proportional to ε times their number there. To preserve equilibrium, the new energies must be drawn with the same weighting. For a parabolic band this weighted distribution is proportional to ε^(3/2) exp(−ε/kT), and its mean is (5/2)kT = (5/3)E₀. The mean loss rate is therefore

loss rate = a[⟨ε²⟩ − (5/3)E₀E].

Using the rate at the mean energy would instead give

aE(E − E₀) = a(E² − E₀E).

Subtracting the second expression from the first gives

difference = a[⟨ε²⟩ − E² − (2/3)E₀E].

The first two terms in the bracket are the variance of the energy. In equilibrium the variance is (3/2)(kT)² = (2/3)E₀², and the difference vanishes. In a hot population the spread can be much larger, and the true loss then exceeds the loss inferred from the mean energy.

The simulation of this model gives an excess of 0.206 eV at a drift speed of 99.9 km/s. The ratio of excess to loss rate is 0.206 ps, and eFv times this averaged time reproduces the excess. At the mean energy of 0.244 eV, however, the inverse exchange rate is 0.416 ps. Putting that time into eFvτ would predict 0.416 eV, about twice the simulated excess. The balance still holds in this model; the wrong prediction comes from inserting a time that does not satisfy the definition of τ.

The formula also does not imply that w is proportional to F under all conditions. If v and τ stay fixed, w grows linearly with F. If instead v = μF with constant mobility μ, and τ is constant, then w = eμτF². When v and τ themselves change with field, their values at that field must be used.

**What the energy means as a temperature**

Suppose that the band is parabolic and the distribution is close to a Maxwell distribution at an electron temperature Tₑ. Then w = (3/2)k(Tₑ − T). Division by E₀ = (3/2)kT gives w/E₀ = Tₑ/T − 1, so

Tₑ = T(1 + w/E₀) = 300 K × (0.339/0.0388) ≈ 2600 K.

This is a measure of electron energy, not the temperature of the crystal. It labels the mean energy only, because the Maxwell shape is an assumption that need not hold. In the first collision model the energy variance is about three times the Maxwellian value (2/3)E², while in silicon at this field phonon emission makes the distribution narrower than a Maxwellian. Tₑ should therefore not be used to estimate the high-energy tail.

The kinetic energy of the drift itself is small. Using mv = eFτₘ,

mv²/2 = eFvτₘ/2 = (0.3 eV/2)(14.8/300) = 7.4 meV.

This is 2.5% of the excess. Nearly all the energy is in random motion.

Band shape has a larger effect on the temperature. In a band obeying ε(1 + αε) = p²/(2m), with α = 0.5 per eV as a rough value, the density of states rises faster with energy than in a parabolic band. A given temperature then corresponds to a larger mean energy. For the same excess of 0.3 eV, the Maxwellian temperature is about 2200 K instead of 2600 K. The energy balance is unchanged when v and τ are held fixed.

**The silicon case and the limits of the result**

The parameters are rough values for electrons in the high-field part of a silicon transistor near room temperature. The relaxation time is uncertain, and w changes in proportion to it: 0.2 ps would give 0.2 eV at the same field and speed. The assumption of uniformity fails in a device whose high-field region is not much longer than the drift length vτ, here 30 nm. To size this effect, the first collision model was run with electrons released at lattice temperature at one plane, with the same field on both sides of it. The mean excess was 0.143 eV at 30 nm downstream and 0.245 eV at 100 nm, or 48% and 82% of the uniform result. These values hold for constant τₘ. In silicon, cold electrons gain speed and energy more quickly, so the entrance effect is likely to be weaker at these distances. In a transistor, the field also varies with position.

Nonuniformity also changes where the heat appears. In the uniform steady state, each electron passes 10¹² eV/s, or 0.16 µW, to the lattice. At a density of 10¹⁸ cm⁻³ the heating rate is

(10¹⁸ cm⁻³)(1.6 × 10⁻⁷ W) = 1.6 × 10¹¹ W/cm³.

In the first collision model, the loss rate 30 nm after injection is 0.143 eV/0.3 ps = 0.48 eV/ps per electron, compared with 1 eV/ps far downstream. Part of the energy supplied by the field is carried onward before it heats the lattice.

Impact ionization and Fermi statistics matter far less for these numbers, while a warmer lattice can lower the excess noticeably. Let β be the number of impact-ionization events per electron and unit length. A rough exponential law for silicon, extrapolated from higher fields, gives β = 4.3 per cm at this field. The value is uncertain and serves only to show that the effect is small. Events occur at the rate βv, and each takes at least the gap energy, roughly 1.1 eV. With that minimum cost, their share of the supplied power is

βv(1.1 eV)/(eFv) = (4.3 cm⁻¹)(1.1 eV)/(10⁵ eV/cm) ≈ 5 × 10⁻⁵.

Even several times the gap energy per event would leave this share negligible here. It rises steeply with field. At 10¹⁸ cm⁻³, Fermi statistics raise E₀ by 0.24 meV, which is also negligible. At a lattice temperature of 400 K, a rough law for the saturation speed lowers v to 0.91 of its 300 K value. With field and τ held fixed, the excess falls to 0.27 eV. Fits to measured speeds differ, and some give a larger drop, to about 0.24 eV.

The numerical output below gives the values used here.

Numbers as computed

```
Field: 10.0 MV/m = 0.10 MV/cm
Drift speed: 100.0 km/s
Energy relaxation time: 0.30 ps
Power per electron: 1.000e+12 eV/s
Power per electron: 0.1602 uW
Mean excess energy: 0.3000 eV = 0.01102 hartree
Lattice temperature: 300 K
Equilibrium energy E0: 0.0388 eV
Total mean kinetic energy: 0.3388 eV
Conductivity mass: 0.26 electron masses
Momentum relaxation time: 14.78 fs
Drift kinetic energy: 7.39 meV
Electron temperature, parabolic: 2621 K
Nonparabolicity: 0.50 1/eV
Electron temperature, nonparabolic: 2197 K
Electron density: 1.0e+18 cm^-3
Heat density: 1.602e+11 W/cm^3
Simulated drift speed: 99.99 km/s
Simulated mean excess energy: 0.3000 eV
Simulated loss rate: 1.0008 eV/ps
Excess after one tau, formula: 0.1839 eV
Excess after one tau, simulated: 0.1831 eV
Sampling error of that value: 0.0013 eV
Energy-dependent rate, simulated speed: 99.91 km/s
Energy-dependent rate, simulated excess: 0.2056 eV
Energy-dependent rate, averaged tau: 0.2057 ps
Energy-dependent rate, tau at mean energy: 0.4159 ps
Excess wrongly predicted by tau at mean energy: 0.4155 eV
Drift length v tau: 30.0 nm
Excess 30 nm after cold injection: 0.143 eV
Excess 100 nm after cold injection: 0.245 eV
Ionization coefficient, rough: 4.3 1/cm
Gap energy used, rough: 1.1 eV
Ionization share of power, rough: 4.7e-05
Degeneracy shift of E0: 0.24 meV
Speed ratio 400 K to 300 K, rough: 0.91
Excess at 400 K for fixed tau, rough: 0.27 eV
```
